# Charging energy and Coulomb diamonds of a single-electron transistor: a program that tests the result

```python
"""
Coulomb diamonds of a single-electron transistor.

Result under test: with the source grounded and the drain at voltage V, the
charge state N is blocked inside four lines in the (V_G, V) plane,
    V = -(C_G/C_D) (V_G - V_M)           source lines, M = N and N+1
    V = +C_G/(C_S+C_G) (V_G - V_M)       drain lines,  M = N and N+1
    V_M = (M - 1/2 - Q0)/C_G .
C_S, C_D, C_G: capacitances of the island to source, drain and gate;
C: their sum; N: number of electrons; Q0: offset charge of the island.
Atomic units inside (e = 1, electron charge -1, capacitance is a length);
printed voltages are energies e*V in eV, printed capacitances in angstrom.
The reference side solves the capacitor network and counts battery work.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, fsolve

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
SOURCE, DRAIN, GATE = 0, 1, 2

caps_angstrom = np.array([600.0, 300.0, 100.0])
caps = caps_angstrom / BOHR
c_s, c_d, c_g = caps
c_sum = caps.sum()
offset = 0.2
unit = 1.0 / c_sum              # e^2/C, the spacing of addition energies
period = 1.0 / c_g


def electrode_voltages(gate, bias, split=0.0):
    return np.array([-split * bias, (1.0 - split) * bias, gate])


# ---------- reference side: capacitor network and battery work ----------
def solve_network(n, volts):
    """Plate charges on the electrodes and island potential."""
    matrix = np.zeros((4, 4))
    matrix[:3, :3] = np.diag(1.0 / caps)
    matrix[:3, 3] = 1.0
    matrix[3, :3] = -1.0
    solution = np.linalg.solve(matrix, np.append(volts, -n + offset))
    return solution[:3], solution[3]


def stored_energy(plates):
    return np.sum(plates**2 / (2.0 * caps))


def event_cost(n, lead, direction, volts):
    """Energy cost when an electron enters (+1) or leaves (-1) the island."""
    before, _ = solve_network(n, volts)
    after, _ = solve_network(n + direction, volts)
    delivered = after - before
    delivered[lead] -= direction      # lead loses or gains the electron
    work = np.dot(volts, delivered)
    return stored_energy(after) - stored_energy(before) - work


# ---------- derived formulas ----------
def free_energy(n, volts):
    induced = np.dot(caps, volts)
    return ((-n + offset + induced)**2 / (2 * c_sum)
            - 0.5 * np.dot(caps, volts**2))


def addition_energy(n, volts):
    return (n - 0.5 - offset - np.dot(caps, volts)) / c_sum


def degeneracy_gate(m):
    return (m - 0.5 - offset) / c_g


slope_source = -c_g / c_d
slope_drain = c_g / (c_s + c_g)


def diamond_margin(n, gate, bias):
    """Positive inside the diamond of n, negative outside."""
    left = gate - degeneracy_gate(n)
    right = gate - degeneracy_gate(n + 1)
    return min(slope_drain * left - bias, bias - slope_source * left,
               slope_source * right - bias, bias - slope_drain * right)


# Energies, for random voltages on all three electrodes
rng = np.random.default_rng(4)
for _ in range(50):
    volts = rng.uniform(-2, 2, 3) * unit
    n = int(rng.integers(-3, 4))
    plates, phi = solve_network(n, volts)
    _, phi_less = solve_network(n - 1, volts)
    direct = stored_energy(plates) - np.dot(volts, plates)
    assert abs(direct - free_energy(n, volts)) < 1e-10 * unit
    mu = addition_energy(n, volts)
    assert abs(mu + 0.5 * (phi + phi_less)) < 1e-10 * unit
    for lead in (SOURCE, DRAIN):
        cost_in = event_cost(n - 1, lead, +1, volts)
        cost_out = event_cost(n, lead, -1, volts)
        assert abs(cost_in - (mu + volts[lead])) < 1e-10 * unit
        assert abs(cost_out + cost_in) < 1e-10 * unit


# Threshold lines located by root finding
def threshold_gate(n, lead, direction, bias, split=0.0):
    def cost(gate):
        volts = electrode_voltages(gate, bias, split)
        return event_cost(n, lead, direction, volts)
    return brentq(cost, -6 * period, 6 * period, xtol=1e-15, rtol=1e-13)


def located_slope(n, lead, direction, split=0.0):
    low, high = -0.4 * unit, 0.7 * unit
    gate_low = threshold_gate(n, lead, direction, low, split)
    gate_high = threshold_gate(n, lead, direction, high, split)
    return (high - low) / (gate_high - gate_low)


edges = {"electron leaves to source": (SOURCE, -1, 1),
         "electron leaves to drain": (DRAIN, -1, 1),
         "electron enters from source": (SOURCE, +1, 2),
         "electron enters from drain": (DRAIN, +1, 2)}
edge_slopes, edge_gates = {}, {}
for name, (lead, direction, m) in edges.items():
    edge_slopes[name] = located_slope(1, lead, direction)
    edge_gates[name] = threshold_gate(1, lead, direction, 0.0)
    expected = slope_source if lead == SOURCE else slope_drain
    assert abs(edge_slopes[name] / expected - 1) < 1e-7
    assert abs(edge_gates[name] - degeneracy_gate(m)) < 1e-8 * period

split_slopes = {}
for split in (0.5, 0.8):
    found_s = located_slope(1, SOURCE, -1, split)
    found_d = located_slope(1, DRAIN, -1, split)
    split_slopes[split] = (found_s, found_d)
    assert abs(found_s * (c_d + split * c_g) / c_g + 1) < 1e-7
    assert abs(found_d * (c_s + (1 - split) * c_g) / c_g - 1) < 1e-7


# Apices: two events of state N = 1 become free at the same point
def locate_apex(exit_lead, entry_lead, sign, split=0.0):
    def costs(x):
        volts = electrode_voltages(x[0] * period, x[1] * unit, split)
        return [event_cost(1, exit_lead, -1, volts) / unit,
                event_cost(1, entry_lead, +1, volts) / unit]
    start = [degeneracy_gate(1.5) / period, 0.5 * sign]
    x, _, status, message = fsolve(costs, start, full_output=True,
                                   epsfcn=1e-8, xtol=1e-11)
    assert np.max(np.abs(costs(x))) < 1e-8, message
    return x[0] * period, x[1] * unit


upper = locate_apex(DRAIN, SOURCE, +1)
lower = locate_apex(SOURCE, DRAIN, -1)
upper_gate = degeneracy_gate(1) + (c_s + c_g) / (c_g * c_sum)
lower_gate = degeneracy_gate(1) + c_d / (c_g * c_sum)
assert abs(upper[1] - unit) < 1e-7 * unit
assert abs(lower[1] + unit) < 1e-7 * unit
assert abs(upper[0] - upper_gate) < 1e-7 * period
assert abs(lower[0] - lower_gate) < 1e-7 * period
assert abs(locate_apex(DRAIN, SOURCE, +1, 0.5)[1] - unit) < 1e-7 * unit

# Capacitances read back from the located diamond
found_period = (edge_gates["electron enters from source"]
                - edge_gates["electron leaves to source"])
read_g = 1 / found_period
read_d = -read_g / edge_slopes["electron leaves to source"]
read_s = read_g * (1 / edge_slopes["electron leaves to drain"] - 1)
read_caps = np.array([read_s, read_d, read_g])
assert np.allclose(read_caps, caps, rtol=1e-6)
assert abs(read_caps.sum() * upper[1] - 1) < 1e-6


# Rate equation with equal tunnel resistances R; returns I*R as an energy
def tunnel_rate(cost, thermal):
    if thermal == 0.0:
        return max(0.0, -cost)
    ratio = cost / thermal
    return thermal if abs(ratio) < 1e-12 else cost / np.expm1(ratio)


def current_times_r(gate, bias, thermal=0.0):
    """Electron flow from source to island in the steady state, times R."""
    states = np.arange(-8, 9)
    volts = electrode_voltages(gate, bias)
    size = len(states)
    matrix = np.zeros((size + 1, size))
    source_flow = np.zeros(size)
    for i, n in enumerate(states):
        for direction in (+1, -1):
            j = i + direction
            if not 0 <= j < size:
                continue
            for lead in (SOURCE, DRAIN):
                cost = event_cost(n, lead, direction, volts) / unit
                rate = tunnel_rate(cost, thermal / unit)
                matrix[j, i] += rate
                matrix[i, i] -= rate
                if lead == SOURCE:
                    source_flow[i] += direction * rate
    matrix[size, :] = 1.0
    target = np.zeros(size + 1)
    target[size] = 1.0
    probability = np.linalg.lstsq(matrix, target, rcond=None)[0]
    return np.dot(source_flow, probability) * unit


blocked_points = conducting_points = 0
for _ in range(240):
    gate = rng.uniform(-1.5, 1.5) * period
    bias = rng.uniform(-1.6, 1.6) * unit
    margin = max(diamond_margin(n, gate, bias) for n in range(-7, 8))
    if abs(margin) < 0.01 * unit:
        continue                      # too close to an edge to classify
    flow = current_times_r(gate, bias) / unit
    if margin > 0:
        assert abs(flow) < 1e-9
        blocked_points += 1
    else:
        assert flow * np.sign(bias) > 1e-4
        conducting_points += 1
assert blocked_points > 30 and conducting_points > 30

# Two biases at one gate voltage
sample_gate = 0.100 / HARTREE
samples = []
for bias_ev in (0.005, 0.010):
    bias = bias_ev / HARTREE
    volts = electrode_voltages(sample_gate, bias)
    costs = [event_cost(1, lead, direction, volts)
             for lead, direction, _ in edges.values()]
    samples.append((bias_ev, costs, current_times_r(sample_gate, bias)))
assert min(samples[0][1]) > 0 and abs(samples[0][2]) < 1e-9 * unit
assert min(samples[1][1]) < 0
exit_gain = -samples[1][1][1]
entry_gain = -event_cost(0, SOURCE, +1, volts)
series_current = exit_gain * entry_gain / (exit_gain + entry_gain)
assert abs(samples[1][2] - series_current) < 1e-8 * unit
sample_threshold = slope_drain * (sample_gate - degeneracy_gate(1))
assert samples[0][0] < sample_threshold * HARTREE < samples[1][0]

# Loss of the blockade on heating: valley current over peak current
valley_ratio = {}
for fraction in (0.05, 1.0):
    small_bias = 0.01 * unit
    valley = current_times_r(degeneracy_gate(1.5), small_bias,
                             fraction * unit)
    peak = current_times_r(degeneracy_gate(1), small_bias, fraction * unit)
    valley_ratio[fraction] = valley / peak
assert valley_ratio[0.05] < 0.01 and valley_ratio[1.0] > 0.9

# ---------- printed numbers ----------
farad_per_angstrom = 4 * np.pi * const.epsilon_0 * 1e-10
kelvin_ev = const.k / const.e
print("C_S, C_D, C_G = %.0f, %.0f, %.0f angstrom" % tuple(caps_angstrom))
print("total C = %.0f angstrom = %.2f aF"
      % (c_sum * BOHR, c_sum * BOHR * farad_per_angstrom * 1e18))
print("offset charge Q0 = %.1f e" % offset)
print("e^2/(4 pi eps0) = %.4f eV angstrom" % (HARTREE * BOHR))
print("addition spacing e^2/C = %.5f eV" % (unit * HARTREE))
print("k_B T at 1 K = %.3e eV" % kelvin_ev)
print("e^2/C divided by k_B = %.1f K" % (unit * HARTREE / kelvin_ev))
print("gate period = %.5f eV" % (found_period * HARTREE))
print("gate at degeneracy M=1: %.5f eV" % (degeneracy_gate(1) * HARTREE))
print("gate at degeneracy M=2: %.5f eV" % (degeneracy_gate(2) * HARTREE))
print("located edges of the N=1 diamond, source grounded:")
for name in edges:
    print("  %s: slope %.6f" % (name, edge_slopes[name]))
print("upper apex: gate %.5f eV, bias %.5f eV (%.2f mV)"
      % (upper[0] * HARTREE, upper[1] * HARTREE, upper[1] * HARTREE * 1e3))
print("lower apex: gate %.5f eV, bias %.5f eV"
      % (lower[0] * HARTREE, lower[1] * HARTREE))
print("read back C_S, C_D, C_G = %.2f, %.2f, %.2f angstrom"
      % tuple(read_caps * BOHR))
print("symmetric bias a=0.5: source slope %.6f, drain slope %.6f"
      % split_slopes[0.5])
print("random points: %d blocked, %d conducting, all as predicted"
      % (blocked_points, conducting_points))
print("sample gate = %.3f eV, threshold bias = %.5f eV"
      % (sample_gate * HARTREE, sample_threshold * HARTREE))
for bias_ev, costs, flow in samples:
    print("bias %.3f eV, costs from N=1:" % bias_ev)
    for name, cost in zip(edges, costs):
        print("  %s: %.5f eV" % (name, cost * HARTREE))
    print("  current times R = %.6f eV" % (abs(flow) * HARTREE))
print("gain on entering from source, N=0 to 1, bias 0.010 eV: %.5f eV"
      % (entry_gain * HARTREE))
for fraction, ratio in valley_ratio.items():
    print("valley/peak current at k_B T = %.2f e^2/C: %.5f"
          % (fraction, ratio))
print("done: every assertion held")
```

It prints:

```
C_S, C_D, C_G = 600, 300, 100 angstrom
total C = 1000 angstrom = 11.13 aF
offset charge Q0 = 0.2 e
e^2/(4 pi eps0) = 14.3996 eV angstrom
addition spacing e^2/C = 0.01440 eV
k_B T at 1 K = 8.617e-05 eV
e^2/C divided by k_B = 167.1 K
gate period = 0.14400 eV
gate at degeneracy M=1: 0.04320 eV
gate at degeneracy M=2: 0.18720 eV
located edges of the N=1 diamond, source grounded:
  electron leaves to source: slope -0.333333
  electron leaves to drain: slope 0.142857
  electron enters from source: slope -0.333333
  electron enters from drain: slope 0.142857
upper apex: gate 0.14400 eV, bias 0.01440 eV (14.40 mV)
lower apex: gate 0.08640 eV, bias -0.01440 eV
read back C_S, C_D, C_G = 600.00, 300.00, 100.00 angstrom
symmetric bias a=0.5: source slope -0.285714, drain slope 0.153846
random points: 70 blocked, 168 conducting, all as predicted
sample gate = 0.100 eV, threshold bias = 0.00811 eV
bias 0.005 eV, costs from N=1:
  electron leaves to source: 0.00718 eV
  electron leaves to drain: 0.00218 eV
  electron enters from source: 0.00722 eV
  electron enters from drain: 0.01222 eV
  current times R = 0.000000 eV
bias 0.010 eV, costs from N=1:
  electron leaves to source: 0.00868 eV
  electron leaves to drain: -0.00132 eV
  electron enters from source: 0.00572 eV
  electron enters from drain: 0.01572 eV
  current times R = 0.001146 eV
gain on entering from source, N=0 to 1, bias 0.010 eV: 0.00868 eV
valley/peak current at k_B T = 0.05 e^2/C: 0.00182
valley/peak current at k_B T = 1.00 e^2/C: 1.00000
done: every assertion held
```
